\section*{Frequencies at Another Method's Geometry: Rotations and Coordinate Dependence}

\section{A free molecule that resists rotation}

Take a water molecule at its PBE/6-31G* equilibrium geometry and compute its harmonic frequencies from the Hartree--Fock/6-31G* Cartesian Hessian. Besides three vibrations, the analysis returns frequencies of 722.5, 612.0 and 653.6~cm$^{-1}$ for the three rotations. Yet no external field acts, and turning the molecule costs no energy.

The calculation rests on a reasonable-looking belief. A Hessian is a set of second derivatives, and these exist at any geometry. Two respectable methods give similar structures, so the frequencies should be slightly inaccurate at worst. The geometry may even come from the better method. If spurious rotational frequencies appear, they can be projected out.

Second derivatives do exist everywhere. What fails is their interpretation as the force constants of a free molecule. A straight Cartesian displacement departs from a true rotation at second order. Away from a stationary point of the surface being differentiated, this departure costs energy at second order, and internal force constants depend on the coordinates chosen. Projection removes the first symptom and leaves the second.

Hartree--Fock is used for the Hessian because its analytic derivatives carry no integration-grid noise. It omits electron correlation, and the basis is small, so the numbers below compare procedures, not theory with experiment. The basis is used with five spherical $d$ functions on oxygen; with six Cartesian ones the stretches at the Hartree--Fock minimum lie about 14~cm$^{-1}$ higher than the values quoted here.

\section{What rotational invariance requires}

Let $V(\mathbf x_1,\ldots,\mathbf x_N)$ be the Born--Oppenheimer energy of the method used for the Hessian. Assume a smooth surface, a nonlinear molecule and no external field. Write $\mathbf g_a=\partial V/\partial\mathbf x_a$ for the gradient on atom $a$ and $H$ for the Cartesian Hessian. Hartree atomic units are used, except that frequencies are given as wavenumbers.

An infinitesimal rotation by $\phi$ about a unit vector $\mathbf n$ moves atom $a$ by $\phi\,\mathbf n\times\mathbf x_a$. Since the energy is unchanged,
\begin{equation}
\sum_a \mathbf g_a\cdot(\mathbf n\times\mathbf x_a)=0 .
\label{eq:torque}
\end{equation}
This says that the internal forces exert no net torque. It holds at every geometry, so it may be differentiated with respect to $\mathbf x_b$. There are two contributions: the gradients change, and so does the explicit position $\mathbf x_b$. For the second, the triple product can be rearranged as
\begin{equation}
\mathbf g_b\cdot(\mathbf n\times\mathbf x_b)
=\mathbf x_b\cdot(\mathbf g_b\times\mathbf n),
\end{equation}
whose derivative at fixed $\mathbf g_b$ is $\mathbf g_b\times\mathbf n$. With $t_n$ the vector of all displacements $\mathbf n\times\mathbf x_a$, the result is
\begin{equation}
(Ht_n)_b+\mathbf g_b\times\mathbf n=0
\quad\Longrightarrow\quad
(Ht_n)_b=\mathbf n\times\mathbf g_b .
\label{eq:rotation}
\end{equation}
When the molecule turns, its gradient turns with it; equation~\eqref{eq:rotation} is that change. For a translation the gradient does not change at all, so translations remain null vectors of $H$.

A rotation is a null vector only if $\mathbf n\times\mathbf g_b=0$ for every atom, that is, if every nonzero $\mathbf g_b$ is parallel to $\mathbf n$. A nonzero gradient allows this for at most one axis direction. At least two independent rotations therefore cease to be null vectors. In the water calculation the largest component of $\mathbf n\times\mathbf g_b$ is 0.041~hartree/bohr, while equation~\eqref{eq:rotation} holds to $7\times10^{-8}$~hartree/bohr. The rotational frequencies are thus not numerical noise.

\section{An arc and its tangent}

The curvature along $t_n$ follows by contracting \eqref{eq:rotation} with $t_n$:
\begin{align}
W_n=t_n^{\mathsf T}Ht_n
&=\sum_a(\mathbf n\times\mathbf x_a)\cdot(\mathbf n\times\mathbf g_a)\nonumber\\
&=\sum_a\left[\mathbf x_a\cdot\mathbf g_a
-(\mathbf n\cdot\mathbf x_a)(\mathbf n\cdot\mathbf g_a)\right].
\label{eq:W}
\end{align}
The choice of origin does not matter, because $\sum_a\mathbf g_a=0$.

How can there be curvature along a motion that costs nothing? To second order, a true rotation is
\begin{equation}
\mathbf x_a(\phi)=\mathbf x_a+\phi\,\mathbf n\times\mathbf x_a
+\tfrac12\phi^2\,\mathbf n\times(\mathbf n\times\mathbf x_a).
\end{equation}
The first-order energy vanishes by \eqref{eq:torque}. At second order, the Hessian acts on the linear displacement and the gradient acts on the quadratic one:
\begin{equation}
\Delta V=\tfrac12\phi^2\Big[W_n+\sum_a\mathbf g_a\cdot
\{\mathbf n(\mathbf n\cdot\mathbf x_a)-\mathbf x_a\}\Big]
=\tfrac12\phi^2(W_n-W_n)=0 .
\end{equation}
A Cartesian Hessian contains the first term alone. It follows the tangent, along which the distance from the axis grows by the factor $\sqrt{1+\phi^2}$. If the bonds are already too long for the method, this extra stretching raises the energy.

For planar water and an axis $z$ normal to the plane, the tangent displacement is a rotation combined with a uniform enlargement. The angle does not change, so only the bond derivatives contribute:
\begin{equation}
W_z=2rV_r=2(1.8458)(0.02879)=0.1063\ \text{hartree}.
\end{equation}
Here $r$ is the bond length and $V_r$ the derivative for one bond. Energies computed along the straight line give a curvature of 0.1064~hartree; the finite step $\phi=0.01$ also picks up fourth-order energy. Each bond lengthens by $\frac12r\phi^2$, so the two bonds add about $\frac14V_{rr}r^2\phi^4$ to the energy. This raises the differenced curvature by $\frac12V_{rr}r^2\phi^2\approx8\times10^{-5}$~hartree, with $V_{rr}=0.4973$~hartree/bohr$^2$. A true rotation by 0.3~rad changes the energy by less than $10^{-13}$~hartree.

To obtain frequencies, let $M$ be the diagonal mass matrix and $\tilde H=M^{-1/2}HM^{-1/2}$. The rotation becomes the vector $M^{1/2}t_n$, with squared length $\sum_a m_a|\mathbf n\times\mathbf x_a|^2=I_n$, the moment of inertia about an axis through the center of mass. Its mean squared frequency is
\begin{equation}
\frac{(M^{1/2}t_n)^{\mathsf T}\tilde H(M^{1/2}t_n)}{I_n}
=\frac{W_n}{I_n}.
\label{eq:ratio}
\end{equation}
For the axis $x$, parallel to the line between the hydrogens, this gives
\begin{equation}
\omega_x=\sqrt{\frac{0.04671}{4310.3}}
=3.292\times10^{-3}\ \text{a.u.},
\end{equation}
or 722.5~cm$^{-1}$, the value found by diagonalization.

The ratio \eqref{eq:ratio} is an eigenvalue only if the rotation is not coupled to other motions. Rotations about the in-plane axes $x$ and $y$ move atoms out of the plane, whereas all vibrations of water lie in it. Reflection in the plane forbids their coupling, and the twofold rotation separates the two from each other. The rotation about $z$, however, has the symmetry of the antisymmetric stretch. In that two-dimensional block, coupling lowers the smaller eigenvalue and raises the larger by the same amount, since the trace is fixed. The rotation falls from 653.9 to 653.6~cm$^{-1}$. The matching rise of the stretch is
\begin{equation}
\Delta\tilde\nu\approx
\frac{653.9^2-653.6^2}{2(3765.6)}\approx0.05\ \text{cm}^{-1}.
\end{equation}

\section{Why a small geometry error looks large}

A diatomic molecule shows the scaling. Let $\mu$ be its reduced mass, $k$ its force constant and $d=r-r_0$ a small displacement from the minimum. For an axis perpendicular to the bond, $W=rV_r$ and $I=\mu r^2$. With $V_r\approx kd$,
\begin{equation}
\omega_{\rm rot}^2=\frac{V_r}{\mu r}
\approx\frac{k}{\mu}\frac dr
=\omega_{\rm vib}^2\,\frac dr .
\label{eq:sqrt}
\end{equation}
The spurious frequency grows as the square root of the geometry error. An error of one part in $10^4$ in the bond length already produces a rotational frequency equal to one hundredth of the vibrational one. In a molecule this small, rotational frequencies are therefore a sensitive warning. In a large one a local error is divided by a large $I_n$, and contributions to $W_n$ can cancel, so small values do not prove a small gradient. In either case their size in cm$^{-1}$ is not an estimate of the error in the vibrations, which is generally linear in $d$.

The same estimate gives the right scale for water. The Hartree--Fock bond length is 1.7906~bohr, so $d/r=0.0552/1.8458=0.030$ and $\sqrt{d/r}=0.17$. Multiplying by a stretching frequency near 4100~cm$^{-1}$ gives about 700~cm$^{-1}$.

For $d<0$ the squared frequency is negative. With both bonds 0.04~bohr shorter than at the Hartree--Fock minimum, the calculation gives three imaginary rotational frequencies, of magnitude 635 to 638~cm$^{-1}$. They do not indicate a saddle point, because the geometry is not stationary. In a polyatomic molecule with some bonds stretched and others compressed, the sum \eqref{eq:W} decides the sign of $W_n$, but not always that of the squared frequency: coupling to vibrations can push the eigenvalue below zero even when $W_n$ is positive.

\section{Force constants that depend on coordinates}

Suppose now that the analysis uses internal coordinates, which never refer to the orientation of the molecule. The rotations disappear from the problem, but the gradient does not. Let $s_k$ and $s'_i$ be two sets of internal coordinates, with $J_{ki}=\partial s_k/\partial s'_i$. The chain rule gives
\begin{equation}
\frac{\partial V}{\partial s'_i}=\sum_k\frac{\partial V}{\partial s_k}J_{ki}.
\end{equation}
Differentiating both factors on the right gives
\begin{equation}
F'_{ij}=\sum_{kl}J_{ki}F_{kl}J_{lj}+K_{ij},
\qquad
K_{ij}=\sum_k\frac{\partial V}{\partial s_k}
\frac{\partial^2s_k}{\partial s'_i\partial s'_j}.
\label{eq:K}
\end{equation}

To see what this does to frequencies, let $B=\partial s/\partial x$. Cartesian momenta are $p_x=B^{\mathsf T}p_s$, so the kinetic energy is $\frac12p_s^{\mathsf T}Gp_s$ with $G=BM^{-1}B^{\mathsf T}$. Near a minimum, Hamilton's equations are $\delta\dot s=Gp_s$ and $\dot p_s=-F\delta s$, hence $\delta\ddot s=-GF\delta s$. The squared frequencies are the eigenvalues of $GF$. In the other coordinates $B'=J^{-1}B$, so $G'=J^{-1}GJ^{-\mathsf T}$ and
\begin{equation}
G'F'=J^{-1}\,G\left(F+J^{-\mathsf T}KJ^{-1}\right)J .
\label{eq:similar}
\end{equation}
If $K=0$, the two matrices are similar and have the same eigenvalues. This is the case at a stationary point, for any smooth and invertible change of coordinates. It is also the case at any geometry for a linear change of coordinates. For a nonlinear change away from a stationary point, the force constants in general acquire an extra term.

For one bond, compare $r$ with $u=1/r$. Then $dr/du=-r^2$ and $d^2r/du^2=2r^3$, so
\begin{equation}
V_{uu}=r^4V_{rr}+2r^3V_r,\qquad
\frac{V_{uu}}{(dr/du)^2}=V_{rr}+\frac{2V_r}{r}.
\end{equation}
In water the second form gives $0.4973+0.0312=0.5285$~hartree/bohr$^2$, a change of 6\%. A frequency varies as the square root of its force constant, so the symmetric stretch should rise from 3675 to about 3789~cm$^{-1}$. The full calculation in $(1/r_1,1/r_2,\theta)$, where $\theta$ is the bond angle, gives 3789.5~cm$^{-1}$. The energy surface, the geometry and the masses are the same; only the coordinates differ.

The third set replaces $\theta$ by the H--H distance $R$. Both bond lengths are kept, so the only gradient component in $K$ is $V_\theta=-0.0056$~hartree/rad. At fixed bond lengths $R=2r\sin(\theta/2)$. Since $d^2\theta/dR^2=-R_{\theta\theta}/R_\theta^3$, the correction to the angle force constant is
\begin{equation}
V_\theta\frac{d^2\theta}{dR^2}R_\theta^2
=-V_\theta\frac{R_{\theta\theta}}{R_\theta}
=\tfrac12V_\theta\tan\frac\theta2
=-0.0035\ \text{hartree/rad}^2 .
\end{equation}
Taken alone, this lowers the bend from 1788 to 1771~cm$^{-1}$; the complete transformation, with its off-diagonal terms, gives 1769~cm$^{-1}$.

\section{What projection does and does not repair}

Projection removes the six rigid-motion vectors from $\tilde H$ and diagonalizes the remainder. Its six zeros are imposed, so they are no evidence that the vibrations are sound. At the PBE geometry the vibrations are 1905.2, 3675.1 and 3765.6~cm$^{-1}$ both before and after projection. The rotations vanish from the list; the only other change is the drop of about 0.05~cm$^{-1}$ in the antisymmetric stretch found above.

The bend shows what remains. In $(r_1,r_2,\theta)$ it lies at 1788~cm$^{-1}$, some 118~cm$^{-1}$ below the projected value. Hold the oxygen and the bisector fixed and open the angle. Each hydrogen moves on an arc of radius $r$ through half the angle, so its second derivative with respect to $\theta$ is $-\frac14r\mathbf e_r$, with $\mathbf e_r$ the outward bond direction. Along $\mathbf e_r$ the gradient on each hydrogen is $V_r$, hence
\begin{equation}
V_{\theta\theta}=x_\theta^{\mathsf T}Hx_\theta
+2\left(-\frac r4\right)V_r
=0.2227-0.0266=0.1961\ \text{hartree/rad}^2 .
\end{equation}
The projected Hessian follows the straight tangent and lacks the second term. Treating the bend as isolated, $1788\sqrt{0.2227/0.1961}\approx1905$~cm$^{-1}$, which accounts for the difference. It is the arc-and-tangent effect again, now in a vibration, where no projection of rigid motions can reach it.

\section{Which molecule has these frequencies?}

With $g\ne0$ the molecule does not oscillate about the chosen geometry; it accelerates away from it. A harmonic analysis silently drops the linear term. In Cartesian coordinates that amounts to replacing $V$ by
\begin{equation}
\widetilde V(x)=V(x)-g\cdot(x-x_0),
\end{equation}
with $g$ held constant. This surface is stationary at $x_0$ and has the same Hessian as $V$ there. The added term describes constant external forces that hold the atoms in place. At the PBE geometry they pull the bonds outward, and since they keep their directions in space, they also resist rotation, as opposite pulls on the ends of a rod would. The frequencies of 612.0 to 722.5~cm$^{-1}$ are genuine librations of this held molecule. For compressed bonds the forces push inward, and the orientation is unstable.

In internal coordinates the dropped term is $\sum_kV_{s_k}(s_k-s_{k,0})$. The modified surface is now invariant under rotation, but a term linear in $r$ is not linear in $1/r$. Coordinate sets that are not linearly related therefore define, in general, different modified molecules. This also answers the argument that the other method's geometry may be more accurate. One may choose to correct a surface so that its minimum lies at a better structure, but the correction must then be specified as part of the model. The gradient at one point does not determine it.

\section{The frequencies at the right minimum}

Starting from the PBE geometry and using the internal Hessian already obtained there as a fixed guide, the Hartree--Fock minimum is reached in nine gradient evaluations. At that minimum all six rigid-motion frequencies are below 2~cm$^{-1}$, a numerical residue. The projected Hessian and all three internal sets give 1826.5, 4056.4 and 4174.5~cm$^{-1}$, and the internal sets agree with one another to about 0.001~cm$^{-1}$.

Relative to these values, the stretches at the PBE geometry are too low by 381 and 410~cm$^{-1}$ in $(r_1,r_2,\theta)$, but by 267 and 295~cm$^{-1}$ in $(1/r_1,1/r_2,\theta)$. For the bend even the sign is undecided: the projected Hessian puts it 79~cm$^{-1}$ too high, the set $(r_1,r_2,\theta)$ 39~cm$^{-1}$ too low. Part of each shift reflects the changing curvature of the surface, but how much is assigned to that part depends on the coordinates.

The diatomic case shows why the ambiguity cannot be neglected beside this anharmonic shift. To first order in $d$, the force constant is $k+V_{rrr}d$ in the coordinate $r$ and $k+(V_{rrr}+2k/r)d$ in $1/r$. The anharmonic term $V_{rrr}d$ and the coordinate term $2kd/r$ are both linear in the geometry error, so their ratio does not fall as the geometry improves.

The frequencies of a free molecule thus require a stationary point of the same surface that supplies the Hessian, with the same method, basis set and any other setting that changes the energy. A geometry from elsewhere is a good starting point for that search. If the remaining gradient is small enough, the optimization ends after a step or two; if it is not, the optimization was needed. The numerical output below lists the frequencies for each choice.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Water; geometry PBE/6-31G*, frequencies Hartree-Fock/6-31G*
Masses 16O, 1H: 15.994915, 1.007825 u
PBE bond length: 1.8458 bohr
PBE angle: 102.98 degrees
HF bond length: 1.7906 bohr
HF angle: 105.58 degrees
--- Hartree-Fock at the PBE geometry ---
dV/dr for one bond: 0.02879 hartree/bohr
dV/d(angle): -0.00564 hartree/rad
Largest element of n x g: 0.04064 hartree/bohr
Largest error of H t = n x g: 6.6e-08 hartree/bohr
W about x, y, z: 0.04671, 0.05959, 0.10630 hartree
Moments of inertia x, y, z: 4310.3, 7665.1, 11975.4 m_e bohr^2
Tangent-line curvature, axis z: 0.10638 hartree
Energy change on 0.3 rad true rotation: -4.3e-14 hartree
Rotational wavenumbers from W/I, x, y, z: 722.5, 612.0, 653.9 cm^-1
Rotational wavenumbers from full Hessian, x, y, z: 722.5, 612.0, 653.6 cm^-1
Vibrations in order: bend, symmetric, antisymmetric stretch
Full Cartesian Hessian: 1905.2, 3675.1, 3765.6 cm^-1
Projected Cartesian Hessian: 1905.2, 3675.1, 3765.6 cm^-1
Internal (r1, r2, angle): 1787.6, 3675.0, 3764.7 cm^-1
Internal (r1, r2, H-H distance): 1769.3, 3675.1, 3769.7 cm^-1
Internal (1/r1, 1/r2, angle): 1788.6, 3789.5, 3880.0 cm^-1
Spread over the three internal sets: 19.3, 114.5, 115.2 cm^-1
Bond force constant, r: 0.4973 hartree/bohr^2
Same from 1/r, on r scale: 0.5285 hartree/bohr^2
Predicted difference 2V_r/r: 0.0312 hartree/bohr^2
Angle force constant: 0.1961 hartree/rad^2
Same without gradient term: 0.2227 hartree/rad^2
--- Hartree-Fock at its own minimum ---
Gradient evaluations to reach it: 9
Largest of six rigid-motion wavenumbers: 1.65 cm^-1
Projected Cartesian Hessian: 1826.5, 4056.4, 4174.5 cm^-1
Internal (r1, r2, angle): 1826.5, 4056.4, 4174.5 cm^-1
Internal (r1, r2, H-H distance): 1826.5, 4056.4, 4174.5 cm^-1
Internal (1/r1, 1/r2, angle): 1826.5, 4056.4, 4174.5 cm^-1
Largest spread over internal sets: 0.001 cm^-1
Shift, PBE geometry minus minimum, projected: 78.7, -381.3, -408.9 cm^-1
Shift, PBE geometry minus minimum, r1, r2, angle: -38.9, -381.4, -409.8 cm^-1
--- Bonds 0.04 bohr shorter than the HF minimum ---
Rotational wavenumbers x, y, z (negative = imaginary): -638.1, -635.1, -636.1 cm^-1
\end{verbatim}
